# Field Shift of a First-Order Ferroelectric Transition from Clausius-Clapeyron

## Problem

A ferroelectric crystal passes from a nonpolar to a polar phase by a first-order transition. Above the transition its susceptibility follows a Curie-Weiss law with Curie constant $C=150000$ K. At the zero-field transition temperature $T_c$ the polarization jumps from zero to $P_0=0.18$ C/m² (18 µC/cm²). A field $E$ is applied along the polar axis.

1. By how many kelvin per MV/m does the equilibrium transition temperature begin to move, and in which direction?
2. Take $T_c=393$ K and a Curie-Weiss temperature $T_0=383$ K. How well does this initial slope predict the shift at 1 MV/m?

The crystal is free of stress and is a single domain. $E$ is the macroscopic field inside it, set by electrodes, so no depolarizing field has to be added. The free energy density, measured from that of the unpolarized lattice at the same temperature, is taken in Landau form:

$$G(P,T,E)=\frac a2(T-T_0)P^2-\frac b4P^4+\frac c6P^6-EP .$$

The constants $a,b,c$ are positive and independent of temperature. This is a mean-field model: $P$ is uniform and its fluctuations are left out.

## A tempting solution

A phase in equilibrium has $\partial G/\partial P=0$, which gives the equation of state

$$E=a(T-T_0)P-bP^3+cP^5 .$$

In the nonpolar phase at small field the higher powers are negligible, so $P=E/[a(T-T_0)]$. The Curie-Weiss law says $P=\varepsilon_0\,C\,E/(T-T_0)$. Comparing the two,

$$a=\frac{1}{\varepsilon_0C}=\frac{1}{(8.854\times10^{-12})(1.5\times10^{5})}=7.529\times10^{5}\ \frac{\text{V m}}{\text{C K}} .$$

So far all is correct. The argument then continues: "The transition occurs when the polar phase has polarization $P_0$. With a field applied, I ask at what temperature the equation of state again gives $P_0$. Holding $P=P_0$ and differentiating, I get $dE=aP_0\,dT$, and therefore

$$\frac{dT}{dE}=\frac{1}{aP_0}=\frac{\varepsilon_0C}{P_0}=7.38\ \text{K per MV/m}."$$

The units are right, the sign is right, and the size is plausible.

## Where it fails

The equation of state describes one phase. A first-order transition is a balance between two phases, and its condition is that their free energies are equal. Nothing in that condition requires the polar phase to keep the polarization $P_0$.

The free energies show that the proposed line is not a transition line. Start at $T_c$ with $E=0$, where both phases have $G=0$. Change the temperature by $\delta T$ and apply a small field $E$. In the polar phase $P$ also changes, but $G$ is stationary in $P$, so this change affects $G$ only at second order. To first order,

$$\delta G_f=\frac a2P_0^2\,\delta T-P_0E .$$

The nonpolar phase starts from $P=0$. The field induces a polarization proportional to $E$, which lowers $G$ by an amount proportional to $E^2$. To first order, then, $\delta G_p=0$.

Now insert the proposed shift $\delta T=E/(aP_0)$:

$$\delta G_f-\delta G_p=\frac{P_0E}{2}-P_0E=-\frac{P_0E}{2}<0 .$$

The polar phase is still the more stable one, so the crystal must be heated further before the two phases balance. The heating done so far has offset half of the free energy gained from the field. The missing factor comes from the $\tfrac12$ in $\tfrac a2(T-T_0)P^2$: it is present in the free energy and disappears on differentiation with respect to $P$.

## The right solution

**The Clausius-Clapeyron relation.** Within each phase, let $G(T,E)$ be the free energy at its stationary $P$. Its differential has three parts:

$$dG=\frac{\partial G}{\partial T}dT+\frac{\partial G}{\partial E}dE+\frac{\partial G}{\partial P}dP .$$

The last part vanishes by stationarity. With $S=-\partial G/\partial T$ and $\partial G/\partial E=-P$,

$$dG=-S\,dT-P\,dE .$$

Label the polar phase $f$ and the nonpolar phase $p$. Along the transition line $G_f=G_p$, so the two differentials are equal as well:

$$-S_f\,dT-P_f\,dE=-S_p\,dT-P_p\,dE .$$

Collecting terms gives

$$\frac{dT}{dE}=-\frac{P_f-P_p}{S_f-S_p}.$$

**The entropy.** Only the quadratic term of $G$ contains $T$ explicitly. Hence

$$S=-\frac a2P^2 ,$$

measured from the unpolarized lattice. The lattice part is common to both phases and cancels in the difference. At zero field $P_p=0$ and $P_f=P_0$, so

$$S_f-S_p=-\frac a2P_0^2=-\tfrac12(7.529\times10^5)(0.18)^2\approx-1.22\times10^4\ \text{J/(m}^3\text{K)} .$$

Differentiating the numerically minimized free energy with respect to temperature gives an entropy drop of 12197.6 J/(m³ K), the same as the formula to the digits printed.

**The slope.** Substitution yields

$$\boxed{\left.\frac{dT}{dE}\right|_{E=0}=\frac{P_0}{aP_0^2/2}=\frac{2}{aP_0}=\frac{2\varepsilon_0C}{P_0}}$$

and with the given numbers

$$\frac{2(8.854\times10^{-12})(1.5\times10^5)}{0.18}=1.476\times10^{-5}\ \frac{\text{K m}}{\text{V}}=14.8\ \text{K per MV/m},$$

or 1.48 K per kV/cm. This answers the first question: the transition moves up by nearly 15 K per MV/m.

The sign has a direct meaning. The field favours the phase with the larger polarization along it, and heating favours the phase with the larger entropy. Here the polar phase has the lower entropy, so a higher temperature is needed to offset the field.

Neither $b$, $c$ nor $T_c-T_0$ appears in the result. They help to fix $P_0$ and $T_c$, but once $P_0$ is given, terms that do not depend on temperature contribute nothing to the entropy. As a test, the transition line was also computed directly from equal free energies and stationarity, without the Clausius-Clapeyron relation. Its slope at zero field is 14.757 K per MV/m, in agreement with the formula.

## How far the straight line reaches

At finite field both phases are polarized. The entropy difference becomes

$$S_f-S_p=-\frac a2(P_f^2-P_p^2)=-\frac a2(P_f-P_p)(P_f+P_p) .$$

The factor $P_f-P_p$ cancels in the Clausius-Clapeyron relation, leaving

$$\frac{dT}{dE}=\frac{2\varepsilon_0C}{P_f+P_p} .$$

This holds in the present model along the whole line on which two distinct phases coexist. To use it, the remaining coefficients are needed.

**Fixing $b$ and $c$.** Write $\theta=T_c-T_0=10$ K. At zero field and $T=T_c$, stationarity divided by $P_0$, and $G=0$ multiplied by $2/P_0^2$, read

$$a\theta-bP_0^2+cP_0^4=0,\qquad a\theta-\tfrac12bP_0^2+\tfrac13cP_0^4=0 .$$

Subtracting the first from the second gives $\tfrac12bP_0^2-\tfrac23cP_0^4=0$, so $bP_0^2=\tfrac43cP_0^4$. Putting this into the first equation gives $a\theta=\tfrac13cP_0^4$. Therefore

$$c=\frac{3a\theta}{P_0^4},\qquad b=\frac{4a\theta}{P_0^2} .$$

**The first bend.** The nonpolar phase acquires $P_p\approx E/(a\theta)$. For the polar phase, differentiate the equation of state along the transition line:

$$dE=aP_0\,dT+\frac{\partial E}{\partial P}\,dP_f .$$

At $P_0$ and $T_c$ the stiffness is

$$\frac{\partial E}{\partial P}=a\theta-3bP_0^2+5cP_0^4=a\theta(1-12+15)=4a\theta .$$

On the line $aP_0\,dT=2\,dE$, so $dP_f=-dE/(4a\theta)$. The polarization of the polar phase at the transition falls as the field rises, because the transition takes place at a higher temperature. The tempting solution had held it fixed.

The sum $P_f+P_p$ thus grows initially as $P_0+\tfrac34E/(a\theta)$. To first order in this correction the slope is $(2/aP_0)[1-3E/(4a\theta P_0)]$, and integration from zero field gives

$$\delta T\approx\frac{2E}{aP_0}\left(1-\frac{3E}{8a\theta P_0}\right).$$

The natural field scale is $a\theta P_0=(7.529\times10^5)(10)(0.18)=1.355\times10^6$ V/m. At 0.1 MV/m the bracket is 0.972, which gives 1.435 K. The numerical line gives 1.440 K, against 1.476 K from the straight line.

**Larger fields.** At 0.5 MV/m the full shift is 6.76 K and the straight line gives 7.38 K, which is 9.2 % too large relative to the full shift. At 1 MV/m the values are 12.86 K and 14.76 K, an excess of 14.7 %. This answers the second question.

The first-order correction is no longer adequate at 1 MV/m: it would give 10.7 K. Two approximations in it fail here. It lets $P_f+P_p$ keep growing at its initial rate, up to 0.280 C/m², whereas the computed sum is $0.1343+0.0909=0.2252$ C/m². It also expands $1/(P_f+P_p)$ to first order, although the assumed growth is no longer small compared with $P_0$. Integrating the reciprocal exactly with the same linear growth gives $\tfrac83\theta\ln[1+3E/(4a\theta P_0)]\approx11.7$ K, so each approximation accounts for about half of the error.

**The end of the line.** As the field rises, the two polarizations approach each other and merge at a critical point. There the first and second derivatives of $E$ with respect to $P$ both vanish. With $p=P/P_0$, $t=(T-T_0)/\theta$ and $e=E/(a\theta P_0)$, the equation of state is

$$e=tp-4p^3+3p^5 .$$

The second derivative, $-24p+60p^3=0$, gives $p^2=0.4$. The first, $t-12p^2+15p^4=0$, gives $t=4.8-2.4=2.4$. Then

$$e=p\,(t-4p^2+3p^4)=\sqrt{0.4}\,(2.4-1.6+0.48)=0.810 .$$

In the example the critical point lies at $E=1.10$ MV/m and $T=383+24=407$ K. Beyond that field the polarization changes continuously with temperature and there is no jump. A slope quoted per MV/m must therefore not be multiplied by, say, 3 MV/m to predict a transition 44 K higher: for these parameters no such transition exists. The critical field is proportional to $\theta$, so a material more weakly first order, with the same $a$ and $P_0$, loses its jump at a lower field.

## Equilibrium line and hysteresis

The line found above is that of equal free energies. A real crystal can remain in a metastable phase beyond it. On heating, the polar phase can persist at most until its minimum disappears, where $\partial E/\partial P=0$. At zero field this condition and the equation of state read

$$t=12p^2-15p^4,\qquad t=4p^2-3p^4 .$$

Equating them gives $8p^2=12p^4$, so $p^2=\tfrac23$ and $t=\tfrac83-\tfrac43=\tfrac43$. The superheating limit is at 396.3 K, with polarization $P_s=\sqrt{2/3}\,P_0=0.147$ C/m². On cooling, the nonpolar phase loses stability at $T_0=383$ K, where its quadratic coefficient changes sign. The greatest possible hysteresis at zero field is therefore 13.3 K, comparable with the shift produced by 1 MV/m.

The superheating limit also moves with field. In $dE=aP\,dT+(\partial E/\partial P)\,dP$ the last term is now zero, so

$$\frac{dT}{dE}=\frac{1}{aP_s}=9.04\ \text{K per MV/m}.$$

This has the form of the tempting solution, but with $P_s$ in place of $P_0$. That form belongs to the loss of stability of a single phase. A heating run that reached this limit would show a smaller initial slope than the equilibrium line. The model does not say where between the limits a given sample transforms, since that depends on nucleation.

## Beside a real material

The parameters are typical, in rough terms, of barium titanate at its transition from the cubic to the tetragonal phase, where measured shifts are of order 10 K per MV/m. Several assumptions of the model are not met in practice.

**Temperature-dependent higher coefficients.** Suppose the coefficients of $P^4$ and $P^6$ in $G$ vary with temperature at rates $s_4$ and $s_6$, while their values at $T_c$ are held fixed. Then $P_0$ and $T_c$ stay the same, but the entropy drop becomes $\tfrac a2P_0^2+s_4P_0^4+s_6P_0^6$. Rough values for barium titanate are $s_4=5\times10^6$ J m⁵/(C⁴ K) and $s_6=-6\times10^7$ J m⁹/(C⁶ K). The drop is then

$$12198+5249-2041\approx15406\ \text{J/(m}^3\text{K)},$$

which is 26 % larger, and the initial slope falls to $0.18/15406$ K m/V, or 11.7 K per MV/m. The end of the line moves too: with these rates the critical point lies at about 0.83 MV/m and 8.6 K above $T_c$, so at 1 MV/m there is no jump left. The shift of 12.86 K and the critical field of 1.10 MV/m found above belong to constant $b$ and $c$. The agreement of the simple formula with a measured slope should therefore not be expected to be better than some tens of per cent.

**Field direction.** In a cubic crystal the polar phase may choose any cube axis. If the field makes an angle $\alpha$ with the polarization, the field energy is $-EP\cos\alpha$, so the numerator of the Clausius-Clapeyron relation is multiplied by $\cos\alpha$ while the zero-field entropy drop is unchanged. The stable variant is the one nearest the field. Along $[111]$ the cosine is $1/\sqrt3$ and the initial slope is 8.5 K per MV/m. The results for finite field do not carry over. As an example, apply the zero-field $G$ to each component and add a coupling $\tfrac b3(P_x^2P_y^2+P_y^2P_z^2+P_z^2P_x^2)$. The shift at 1 MV/m along $[111]$ is then about 6.3 K, and the jump is still present at 3 MV/m. Here the polarization lies along $[111]$ above the transition and near a cube axis below it, so the two phases differ in symmetry and cannot merge at a critical point of the kind found for a field along the polar axis.

For a ceramic with randomly oriented grains, average the largest cosine over all directions. Take the sixth of the sphere nearest one cube axis, with polar angle $\beta$ from that axis and azimuth $\phi$. For $0<\phi<\pi/4$ its edge lies at $\tan\beta=1/\cos\phi$, where $\sin^2\beta=1/(1+\cos^2\phi)$. The integral of $\cos\beta\sin\beta$ up to the edge is half of this. With eight such azimuthal intervals and six axes,

$$\overline{\cos\alpha}=\frac{6\cdot8}{4\pi}\int_0^{\pi/4}\frac{d\phi}{2(1+\cos^2\phi)}=\frac6\pi\int_0^1\frac{du}{2+u^2}=\frac{6}{\pi\sqrt2}\arctan\frac1{\sqrt2}=0.831,$$

where $u=\tan\phi$. The mean initial slope of the grains is 12.3 K per MV/m, if stresses and fields between grains are ignored. With the temperature-dependent coefficients as well, it is $0.831\times11.7\approx9.7$ K per MV/m.

**Heat and breakdown.** Just above $T_c$, where a small field is enough, driving the crystal into the polar phase releases a latent heat of about $T_c\,aP_0^2/2=393\times12198\ \text{J/m}^3=4.79$ MJ/m³. With a rough heat capacity of 3 MJ/(m³ K), a fast transition without heat exchange warms the sample by about 1.6 K. At the initial slope, about 0.11 MV/m of additional field is needed to compensate for this. With the larger entropy drop from $s_4$ and $s_6$, the latent heat would be $393\times15406\ \text{J/m}^3=6.05$ MJ/m³ and the warming about 2 K. At larger fields the latent heat is $T\,a(P_f^2-P_p^2)/2$, which becomes smaller as the two polarizations approach each other and vanishes at the critical point. A field of 1 MV/m is about 20 % of a rough breakdown field of 5 MV/m for bulk ceramic, so the range discussed here is accessible in bulk samples.

A film clamped to a substrate is a different case. It is not free of stress, its coefficients and $P_0$ differ from those of the free crystal, and the numbers above should not be carried over to it. The computed values are collected in the numerical output.

## Computed results

```
Curie constant C = 150000 K
polarization jump P0 = 0.18 C/m^2 = 18 uC/cm^2
vacuum permittivity = 8.85419e-12 F/m
rough Tc = 393 K, T0 = 383 K, Tc-T0 = 10 K
a = 1/(eps0 C) = 7.5294e+05 V m/(C K)
b = 9.2955e+08 V m^5/C^3
c = 2.1517e+10 V m^9/C^5
entropy drop, formula = 12197.6 J/(m^3 K)
entropy drop, from minimized G = 12197.6 J/(m^3 K)
latent heat = 4.794 MJ/m^3
slope, formula = 14.757 K per MV/m
slope, numerical line = 14.757 K per MV/m
slope, converted = 1.476 K per kV/cm
E = 0.1 MV/m: full shift = 1.440 K, linear = 1.476 K
  Pp = 0.0118 C/m^2, Pf = 0.1767 C/m^2, local slope = 14.093 K per MV/m
  linear shift too large by 2.5 %
E = 0.5 MV/m: full shift = 6.759 K, linear = 7.378 K
  Pp = 0.0468 C/m^2, Pf = 0.1625 C/m^2, local slope = 12.691 K per MV/m
  linear shift too large by 9.2 %
E = 1.0 MV/m: full shift = 12.860 K, linear = 14.757 K
  Pp = 0.0909 C/m^2, Pf = 0.1343 C/m^2, local slope = 11.795 K per MV/m
  linear shift too large by 14.7 %
critical field = 1.097 MV/m
critical temperature = 407.00 K, shift = 14.00 K
critical polarization = 0.1138 C/m^2
superheating limit at E=0: 396.33 K, P = 0.1470 C/m^2
hysteresis window at E=0 = 13.33 K
superheating-limit slope = 9.037 K per MV/m
rough s4 = 5.0e+06 J m^5/(C^4 K), s6 = -6.0e+07 J m^9/(C^6 K)
entropy drop with s4, s6 = 15405.7 J/(m^3 K), change = 26.3 %
slope with s4, s6 = 11.684 K per MV/m
slope for field along [111] = 8.520 K per MV/m
mean cosine for random grains = 0.8312
grain-averaged slope = 12.266 K per MV/m
rough heat capacity = 3.0 MJ/(m^3 K)
heating by latent heat = 1.60 K
rough breakdown field = 5.0 MV/m, 1 MV/m is 20 % of it
```
